# Absorbance Needs No Jacobian When Wavelength Is Replaced by Energy

An absorbance spectrum is replotted against photon energy by relabelling the horizontal axis and leaving every ordinate unchanged:

\[
A_E(E)=A_\lambda(\lambda),\qquad \lambda=\frac{hc}{E}.
\]

An emission spectrum, which gives power per unit wavelength, must also be rescaled:

\[
S_E(E)=S_\lambda(\lambda)\,\frac{\lambda^2}{hc}.
\]

The factor \(\lambda^2/(hc)\) is the Jacobian of the change of variable. Applied to absorbance it gives wrong relative heights, displaced peaks and wrong transmittances. A resist film shows this with numbers.

## A counter-example: one film, two sets of bins

Light with incident spectral irradiance \(S^{\rm in}\) passes through a film and leaves with \(S^{\rm out}\). The decadic absorbance is

\[
A=-\log_{10}T,\qquad T=\frac{S^{\rm out}}{S^{\rm in}},
\]

with both irradiances taken at the same light frequency. Reflection is neglected at first. If \(\alpha\) is the absorption coefficient defined by \(T=e^{-\alpha d}\) for thickness \(d\), then

\[
A=-\log_{10}e^{-\alpha d}=\frac{\alpha d}{\ln 10}.
\]

The model film is 1.0 µm thick. Its absorption coefficient is the sum of two bands, Gaussian in energy:

- centre 3.10 eV, height 0.85 µm⁻¹, full width at half maximum 0.40 eV;
- centre 3.60 eV, height 1.00 µm⁻¹, full width at half maximum 0.42 eV.

The probe is a lamp band, Gaussian in wavelength, with centre 400 nm, full width 60 nm and total irradiance 10 µW/cm². Vacuum wavelengths are used, with \(hc=1239.842\) eV nm.

Consider the light near 436 nm, or 2.8437 eV. There \(\alpha=0.2724\) µm⁻¹, so \(A=0.2724/2.3026=0.1183\). Now sort the light in two ways.

**A bin 1 nm wide** receives 57.71 nW/cm² before the film and 43.95 nW/cm² after it:

\[
T=\frac{43.95}{57.71}\approx0.7615\ \text{(from the unrounded powers)},\qquad A=0.1183.
\]

**A bin 10 meV wide** receives 88.49 nW/cm² before the film and 67.38 nW/cm² after it:

\[
T=\frac{67.38}{88.49}=0.7614,\qquad A=0.1184.
\]

The second bin collects more light because it is wider. At 436 nm, \(\lambda^2/(hc)=153.32\) nm/eV, so 10 meV covers \(153.32\times0.010=1.533\) nm. Indeed \(57.71\times1.533=88.5\). The transmitted power grows by nearly the same factor, and the ratio hardly changes. The two absorbances differ by only about 0.00004, mainly because the bins average over different widths; rounding to four decimals makes this look like 0.0001.

Suppose someone nevertheless plots

\[
W(E)=A\,\frac{\lambda^2}{hc}.
\]

This quantity has the unit nm/eV, so \(10^{-W}\) has no meaning. To recover a usable scale, let \(W\) be rescaled to give the correct absorbance at 365 nm. At 436 nm the rescaled curve is then too high by the factor

\[
\left(\frac{436}{365}\right)^2=1.427,
\]

and it gives \(A=0.1183\times1.427=0.1688\), hence \(T=10^{-0.1688}=0.678\). Of the 88.49 nW/cm² entering the 10 meV bin, 60.0 nW/cm² should then emerge. The model film transmits 67.38 nW/cm². The rescaled curve contradicts the powers from which the absorbance was obtained.

The shape of the spectrum suffers too. The true absorbance peaks are 0.4394 near 345 nm and 0.3785 near 398 nm, a ratio of 1.161. The corresponding peaks of \(W\) are 42.44 and 48.80 nm/eV, a ratio of 0.870. The mistake has made the weaker band look like the stronger one.

## The general statement and its proof

Let \(S_\lambda\) be any spectral power density. The power between \(\lambda_1\) and \(\lambda_2>\lambda_1\) is

\[
P=\int_{\lambda_1}^{\lambda_2}S_\lambda(\lambda)\,d\lambda .
\]

Substitute \(\lambda=hc/E\), for which

\[
\frac{d\lambda}{dE}=-\frac{hc}{E^2}.
\]

The minus sign says that energy falls as wavelength rises. With \(E_1=hc/\lambda_1\) and \(E_2=hc/\lambda_2\), we have \(E_2<E_1\), and

\[
P=\int_{E_1}^{E_2}S_\lambda\!\left(\frac{hc}{E}\right)\left(-\frac{hc}{E^2}\right)dE
=\int_{E_2}^{E_1}S_\lambda\!\left(\frac{hc}{E}\right)\frac{hc}{E^2}\,dE .
\]

Exchanging the limits has absorbed the minus sign. The same power is, by definition, \(\int_{E_2}^{E_1}S_E\,dE\). Since this holds for every band, the integrands of continuous spectra must agree:

\[
S_E(E)=S_\lambda(\lambda)\frac{hc}{E^2}=S_\lambda(\lambda)\frac{\lambda^2}{hc}.
\]

The last form follows from \(E=hc/\lambda\), which gives \(hc/E^2=\lambda^2/(hc)\).

This law applies separately to the incident and the transmitted light. Wherever the incident density is not zero,

\[
\frac{S_E^{\rm out}}{S_E^{\rm in}}
=\frac{S_\lambda^{\rm out}\,\lambda^2/(hc)}{S_\lambda^{\rm in}\,\lambda^2/(hc)}
=\frac{S_\lambda^{\rm out}}{S_\lambda^{\rm in}} .
\]

Taking \(-\log_{10}\) of both sides proves \(A_E(E)=A_\lambda(hc/E)\). The proof uses only the definition of absorbance and the transformation law for densities, and it holds for any band shape. A detector response \(R(\lambda)\) that multiplies both signals cancels in the same way.

The attenuation law shows the same thing inside the film. If \(dS_\lambda/dz=-\alpha S_\lambda\) at fixed wavelength, multiplication by the constant \(\lambda^2/(hc)\) gives \(dS_E/dz=-\alpha S_E\). The coefficient \(\alpha\) is unchanged: it is a fractional loss per unit length, not an amount of light per unit wavelength.

A neutral filter gives a simple limiting case. Let \(A=1\) at all wavelengths, so that one tenth of the light passes at every frequency. No relabelling can make this filter coloured. Yet \(W\), scaled to 1 at 365 nm, would assign it an absorbance of 1.43 at 436 nm.

## What happens to peaks

By the chain rule,

\[
\frac{dA}{dE}=\frac{dA}{d\lambda}\frac{d\lambda}{dE}
=-\frac{hc}{E^2}\frac{dA}{d\lambda}.
\]

The prefactor is never zero at finite energy, so both derivatives vanish at the same light frequency. Absorbance peaks stay where they are. In the example, the wavelength bins put the lower-energy peak at 398.35 nm, and the energy bins put it at 3.1124 eV, which is also 398.35 nm.

A density behaves differently. Let the lamp have centre \(\lambda_0\) and standard deviation \(s\) in wavelength. Then \(S_E\propto\lambda^2e^{-(\lambda-\lambda_0)^2/(2s^2)}\). Setting the derivative of its logarithm to zero gives

\[
\frac{2}{\lambda}-\frac{\lambda-\lambda_0}{s^2}=0
\quad\Longrightarrow\quad
\lambda^2-\lambda_0\lambda-2s^2=0 .
\]

The positive root is

\[
\lambda=\frac{\lambda_0+\sqrt{\lambda_0^2+8s^2}}{2}.
\]

The full width at half maximum of a Gaussian is \(2\sqrt{2\ln2}\,s=2.355\,s\), so here \(s=25.5\) nm and \(\lambda=403.2\) nm. The lamp's peak moves by 3.2 nm although the light is the same. This shift is legitimate, because "most power per nanometre" and "most power per electronvolt" are different questions.

The mistaken curve gives absorbance a shift of this kind without any such justification. For one band with centre \(E_0\) and standard deviation \(\sigma\) in energy, \(W\propto E^{-2}e^{-(E-E_0)^2/(2\sigma^2)}\), and

\[
\frac{d\ln W}{dE}=-\frac{2}{E}-\frac{E-E_0}{\sigma^2}
=-\frac{E^2-E_0E+2\sigma^2}{\sigma^2E}.
\]

If \(E_0^2>8\sigma^2\), the numerator has two positive roots. The derivative changes from positive to negative at the upper one, which is therefore the local maximum near the band centre:

\[
E=\frac{E_0+\sqrt{E_0^2-8\sigma^2}}{2}\simeq E_0-\frac{2\sigma^2}{E_0}.
\]

The approximation uses \(\sqrt{1-x}\simeq1-x/2\) with \(x=8\sigma^2/E_0^2\ll1\). The false shift is to lower energy and vanishes for a narrow band. For the isolated 3.10 eV band it is −18.7 meV, against −18.6 meV from the approximation.

In the two-band film the lower peak moves further, from 3.1124 to 3.0901 eV, or by −22.3 meV. To first order the shift is \(\delta=2A/(EA'')\), found by setting \((A''/A)\,\delta=2/E\) near the true peak, where \(A''=d^2A/dE^2<0\). The tail of the other band raises \(A\). It also has positive curvature, since it lies more than one standard deviation from its own centre, and so reduces \(|A''|\). Both changes enlarge the shift, the reduced curvature by about 3.7 meV and the added height by about 0.5 meV. Together they give −23.0 meV to first order, close to the −22.3 meV found.

## Where a Jacobian does belong

An integral over absorbance needs the Jacobian in its measure:

\[
\int A\,dE=\int A\,\frac{hc}{\lambda^2}\,d\lambda .
\]

The ordinate remains \(A\); the extra factor converts \(d\lambda\) into \(dE\). For the film, over 200 to 800 nm, this area is 0.3513 eV. The unweighted wavelength area \(\int A\,d\lambda\) is 39.18 nm. These are different quantities, and nothing requires them to agree.

The curve \(W\) does preserve one number: \(\int W\,dE=\int A\,d\lambda=39.18\) nm. This may make the Jacobian look necessary. But \(\int A\,d\lambda\) is not a power, and no conservation law requires an energy plot to have that area.

Absorbed power per unit wavelength, by contrast, is a true density:

\[
S_\lambda^{\rm abs}=S_\lambda^{\rm in}\left(1-10^{-A}\right),\qquad
S_E^{\rm abs}=S_E^{\rm in}\left(1-10^{-A}\right).
\]

The Jacobian acts on the lamp factor, while the bracket keeps its value. Integration gives 4.811 µW/cm² on either axis, out of 10 µW/cm² incident. Using \(W\) scaled at 365 nm in place of \(A\) gives 5.362 µW/cm², which is 11.4 % above the correct model value.

## The model beside a real resist

The film has the rough character of an unexposed diazonaphthoquinone/novolac resist: about a micrometre thick, with an absorption coefficient of order 1 µm⁻¹ in the near ultraviolet. The two Gaussian bands are model choices, not a fit to a product. Real resists also have an absorbing background and bands of less regular shape, which change the numbers but not the transformation rule.

Of the neglected effects sized here, reflection and interference are the largest. For a film of index 1.70 on fused silica of index 1.47, referred to a bare silica surface, they add 0.006 to 0.024 to the apparent absorbance between 340 and 440 nm. These limits are fringe extremes and move with thickness and index: a film 0.95 µm thick gives 0.009 to 0.028, and an index of 1.75 raises the upper limit to 0.031. The false increase at 436 nm was \(0.1688-0.1183=0.0505\). Reflection thus limits how well a measured ratio represents absorption in the film, but the ratio itself still needs no Jacobian. This estimate does not cover a film on a strongly reflecting wafer.

Over the same range, a triangular slit function of 2 nm full width at half maximum changes \(A\) by at most 0.00062, unabsorbed stray light equal to 0.1 % of the incident signal at each wavelength by at most 0.0008 (but by 0.011 at 340 nm, where the lamp has only 6 % of its peak density, if the stray light is 0.1 % of the peak signal), and reading air wavelengths as vacuum wavelengths by at most 0.0011. A finite slit measures a ratio of integrals, so spectra taken with different slit shapes can differ slightly even when each is correctly plotted.

The probe also bleaches the resist. In 10 s it delivers 0.100 mJ/cm². With a rough bleaching constant of 0.015 cm²/mJ, the bleached fraction at the surface is \(1-e^{-0.0015}=0.15\,\%\), which changes \(A\) by less than 0.001. At 100 mJ/cm² the exponent would be 1.5, and bleaching could no longer be neglected. The absorbance would then depend on dose, but at each stage it would still be a ratio at one light frequency. The numerical output below gives the bin powers and absorbances of the unbleached film at three exposure lines, 365, 405 and 436 nm.

## Calculated quantities

```
hc = 1239.842 eV nm; film thickness = 1.0 um
Band: centre 3.10 eV, height 0.85 1/um, FWHM 0.40 eV
Band: centre 3.60 eV, height 1.00 1/um, FWHM 0.42 eV
Lamp: total 10.0 uW/cm2, centre 400 nm, FWHM 60 nm
Bin widths: 1.0 nm and 10 meV
365 nm = 3.3968 eV: alpha 0.7073 1/um, lambda^2/hc 107.45 nm/eV
  nm bin: in 60.95, out 30.05 nW/cm2, A 0.3072
  meV bin: in 65.50, out 32.29 nW/cm2, A 0.3072
  lamp density 0.06095 uW/cm2/nm = 6.549 uW/cm2/eV
405 nm = 3.0613 eV: alpha 0.8387 1/um, lambda^2/hc 132.30 nm/eV
  nm bin: in 153.58, out 66.39 nW/cm2, A 0.3642
  meV bin: in 203.17, out 87.83 nW/cm2, A 0.3642
  lamp density 0.15359 uW/cm2/nm = 20.319 uW/cm2/eV
436 nm = 2.8437 eV: alpha 0.2724 1/um, lambda^2/hc 153.32 nm/eV
  nm bin: in 57.71, out 43.95 nW/cm2, A 0.1183
  meV bin: in 88.49, out 67.38 nW/cm2, A 0.1184
  lamp density 0.05771 uW/cm2/nm = 8.848 uW/cm2/eV
Absorbance peak: 398.35 nm (nm bins), 3.1124 eV = 398.35 nm (eV bins), A 0.3785
  mistaken curve W: peak 3.0901 eV = 401.23 nm, height 48.80 nm/eV
Absorbance peak: 345.06 nm (nm bins), 3.5932 eV = 345.05 nm (eV bins), A 0.4394
  mistaken curve W: peak 3.5725 eV = 347.05 nm, height 42.44 nm/eV
UV/visible peak-height ratio: true 1.161, W 0.870
Lamp peak: 400.00 nm per nm; 3.0749 eV = 403.22 nm per eV
Isolated 3.10 eV band: false shift -18.73 meV; estimate -18.62 meV
Area of A over energy: 0.35134 eV; over wavelength: 39.177 nm
Area of W over energy: 39.177 nm
Lamp total from energy axis: 10.0000 uW/cm2
Absorbed: 4.8112 (nm axis), 4.8112 (eV axis) uW/cm2
Absorbed using W scaled at 365 nm: 5.3615 uW/cm2, error 11.4 %
436 nm: true A 0.1183, T 0.7616
436 nm from scaled W: factor 1.4269, A 0.1688, T 0.6780
Rough indices: film 1.70, fused silica 1.47
Reflection/interference error in A, 340-440 nm: 0.0060 to 0.0237
Slit FWHM 2.0 nm: largest error in A 0.00062
Stray light 0.1 %: largest error in A 0.00076
Probe 10 s, dose 0.100 mJ/cm2, bleach constant 0.015 cm2/mJ
Bleached at surface: 0.150 %; largest change in A 0.00066
Air index minus one 2.8e-04: energy error at 400 nm 0.87 meV, largest error in A 0.00109
```
